Enumerating derivative superstructures of fcc with Hermite and Smith normal forms

A calculation on an ordered alloy starts from a list of ordered arrangements of A and B atoms on a parent lattice, and the obvious ways of making the list fail. Every arrangement with n sites per period fits into the n×n×n supercell of the primitive cell, but that cell has n³ sites, which for n = 4 means 2⁶⁴ labelings. Small cells chosen by hand, given as triples of lattice vectors, describe the same superlattice infinitely often, and nothing shows whether one was missed. Even a complete list of the 35 superlattices of size 4, each labeled in 2⁴ ways, has 35 × 16 = 560 entries, while fcc has 19 distinct binary structures of that size. Removing duplicates by a fingerprint is unsafe: two distinct AB₃ structures of size 4, met below, have the same first- and second-shell correlations. The Hart–Forcade scheme removes each kind of redundancy by an integer construction of its own.

**What counts as the same structure**

The parent lattice is A Z³, with the primitive vectors as columns of A and one site per primitive cell. For fcc with cube edge a the columns are (a/2)(0,1,1), (a/2)(1,0,1), (a/2)(1,1,0). A site has integer coordinates x and Cartesian position A x = (a/2)u, with

u = (x2 + x3, x1 + x3, x1 + x2),
x1 = (−u1 + u2 + u3)/2,  x2 = (u1 − u2 + u3)/2,  x3 = (u1 + u2 − u3)/2.

The u are the integer triples with even sum. A structure is a map σ from sites to {A, B}. Its period lattice P is the set of y with σ(x + y) = σ(x) for all x, and its size n is the index of P in Z³. Two structures are equivalent if an isometry that maps the parent lattice onto itself carries one into the other. Such an isometry, followed by the lattice translation that returns the origin, fixes the origin and is linear, so it has the form x → Xx + y with y integer and X = A⁻¹RA an integer matrix, R orthogonal. Improper R are admitted, so mirror images count once.

From R = AXA⁻¹, the condition RᵀR = 1 is XᵀGX = G with G = AᵀA. The columns of X are images of primitive vectors, hence nearest-neighbour vectors, and the twelve of these are ±a_i and ±(a_i − a_j). All entries of X therefore lie in {−1, 0, 1}, and a search over such matrices is complete. It returns 48, the same set as A⁻¹RA for the 48 signed permutation matrices R.

**One name for each superlattice**

A sublattice is B Z³ for a nonsingular integer matrix B, and BU gives the same set whenever U is unimodular (integer, determinant ±1), since U Z³ = Z³. The cure for this freedom is to spend it completely. Swapping columns, negating one, and adding an integer multiple of one to another are right multiplications by such U. Euclid's algorithm on the first row, done by these operations, leaves (a, 0, 0) with a > 0, since the row cannot vanish. (Inside H the letter a is this integer, not the cube edge.) The same on columns 2 and 3 of the second row leaves (c, 0) with c > 0, and a sign makes the last diagonal entry f positive. Subtracting multiples of column 2 from column 1 brings b into 0 ≤ b < c; subtracting multiples of column 3 from columns 1 and 2 then brings d and e into range without touching rows 1 and 2:

H = [[a,0,0],[b,c,0],[d,e,f]],  0 ≤ b < c,  0 ≤ d < f,  0 ≤ e < f.

This Hermite normal form is unique, because the lattice itself fixes each entry. The entry a is the smallest positive x1 in the lattice, c the smallest positive x2 among vectors with x1 = 0, and f the smallest positive x3 among vectors with x1 = x2 = 0. Two lattice vectors with x1 = a differ by one with x1 = 0, so their x2 agree modulo c, which fixes b. Two vectors (a, b, ·), or two vectors (0, c, ·), differ by a multiple of (0, 0, f), which fixes d and e.

Subtracting multiples of columns 1, 2, 3 in turn brings any x into the box 0 ≤ x1 < a, 0 ≤ x2 < c, 0 ≤ x3 < f, and two box points differing by a lattice vector coincide, coordinate by coordinate. The index is thus n = acf = det H. For a given diagonal there are c choices of b and f² of (d, e). Setting m = cf and summing over f | m,

N(n) = Σ_{acf=n} c f² = Σ_{m|n} m Σ_{f|m} f = Σ_{m|n} m σ₁(m),

with σ₁ the sum of divisors. This gives N(2) = 1 + 2·3 = 7, N(3) = 1 + 3·4 = 13, N(4) = 1 + 2·3 + 4·7 = 35. These numbers know nothing of the geometry of A.

**Removing rotated copies of a superlattice**

The rotation R maps A H_i Z³ onto A H_j Z³ when X H_i Z³ = H_j Z³, that is, when H_j⁻¹XH_i is unimodular. Its determinant is (1/n)(±1)(n) = ±1 in any case, so integrality is the whole condition. With the adjugate adj(H) = nH⁻¹, an integer matrix, the test needs no floating-point comparison:

adj(H_j) X H_i ≡ 0 (mod n), entrywise, for some X.

Each H is tested against the representatives kept so far and is kept if none matches. The X that pass with i = j form the stabilizer Stab(H). Two operations X, X′ send H Z³ to the same image when X⁻¹X′ is in the stabilizer, so images correspond to cosets, and orbit size × |Stab| = 48.

For fcc the classes can be read geometrically. If a = c = 1, then b = 0, and x = Hm gives m1 = x1, m2 = x2, n m3 = x3 − d x1 − e x2, so the superlattice is the set where h = x3 − d x1 − e x2 vanishes modulo n. Sites with equal h lie on families of lattice planes. Inserting x(u):

n = 2: (d,e) = (0,0) gives h = (u1 + u2 − u3)/2, {111} planes, orbit 4. (0,1) gives h = u2 − u3 ≡ u1 (mod 2) because the sum of the u is even, {100} planes, orbit 3. Total 4 + 3 = 7.

n = 3: (0,0) is again {111}, orbit 4; (0,1) is h = u2 − u3, {011}, orbit 6; (0,2) is x3 − 2x2 ≡ x3 + x2 = u1, {100}, orbit 3. Total 13.

n = 4: (0,0) is {111}, orbit 4; (0,1) is {011}, orbit 6; (0,2) is x3 − 2x2 ≡ x3 + 2x2 = (3u1 − u2 + u3)/2, {311}, orbit 12; (0,3) is x3 + x2 = u1, {100}, orbit 3; (1,2) is (u1 − u3) − (u1 − u2 + u3) = u2 − 2u3, {012}, orbit 3.

The last orbit is small because modulo 4 one has −2u3 ≡ 2u3 and 2u3 ≡ 2u1 + 2u2, so u2 − 2u3 ≡ −(u2 + 2u1): the superlattice singles out axis 2 and nothing else. It differs from the {100} lattice, which contains the neighbour vector u = (0,1,1), while u2 − 2u3 is nonzero modulo 4 on all twelve neighbours. Two further lattices have c = 2. H = (a,b,c,d,e,f) = (1,0,2,0,0,2) requires x2 and x3 both even, a choice of two of the four {111} parities, orbit 6. H = (1,1,2,1,0,2) has columns u = (2,2,2), (2,0,2), (2,2,0), whose differences give (0,2,0) and (0,0,2) and then (2,0,0): the conventional cube, orbit 1. The total is 4 + 6 + 12 + 3 + 3 + 6 + 1 = 35, in seven classes.

The counts 2, 3, 7 can be obtained without comparing any pair. Counting the pairs (X, sublattice K) with XK = K in two ways gives Σ_X Fix(X) = Σ_K |Stab(K)| = Σ_K 48/|orbit of K|, and each orbit contributes 48 to the last sum. This is Burnside's lemma. Since −K = K, the operations X and −X fix the same sublattices, and the 24 proper rotations suffice:

classes = (1/24)[Fix(E) + 8 Fix(C3) + 6 Fix(C4) + 3 Fix(C2) + 6 Fix(C2′)].

For n = 2 the seven lattices are the kernels of u1, u2, u3 and of the four forms (u1 ± u2 ± u3)/2 modulo 2, a form and its negative being the same. C3 about (1,1,1) fixes the form +++ alone. C4 about axis 1 fixes u1 and cycles the four forms. C2 about axis 1 fixes the three u_i and swaps the forms in pairs. C2′, u → (u2, u1, −u3), fixes u3 and the forms +−+ and +−−. With the computed fixed-point numbers for n = 3 and 4:

n = 2: (7 + 8·1 + 6·1 + 3·3 + 6·3)/24 = 48/24 = 2
n = 3: (13 + 8·1 + 6·1 + 3·5 + 6·5)/24 = 72/24 = 3
n = 4: (35 + 8·2 + 6·3 + 3·11 + 6·11)/24 = 168/24 = 7

These count superlattices, not structures, and they depend on the parent although fcc and simple cubic share the point group: sc has 3, 3, 9. For odd n the two agree. Let D be the even-sum sublattice of the sc lattice Z³ of all u; D is fcc and has index 2. A sublattice M of odd index n cannot lie in D, or n would be even. So M ∩ D has index 2 in M, index 2n in Z³ and index n in D. M contains nZ³ (because nH⁻¹ is integer), hence the odd-sum vector (n,0,0), so (M ∩ D) + nZ³ lies in M, exceeds an index-2 subgroup of M, and equals M. The map M → M ∩ D is therefore injective, both sets have N(n) members, and the map commutes with every R because RD = D. Orbits go to orbits; the output shows 3, 5, 7 for both parents at n = 3, 5, 7.

**Labelings as functions on a finite group**

On a fixed superlattice one could number the box points and label them. A translation then needs carries whose rules differ for each H, and the guess that the sites form a ring of n is wrong for the cube, where every translation applied twice is a period. The object that matters is the quotient group Z³/HZ³, and the Smith normal form displays it. Row operations, left multiplications by a unimodular L, are now allowed as well, since they merely rename the coordinates of Z³. Move the nonzero entry p of least magnitude to the corner and reduce its row and column by division with remainder. A nonzero remainder is smaller than |p| and becomes the new pivot. If row and column are cleared but some remaining entry is not divisible by p, add its row to the pivot row, which produces such a remainder. The pivot magnitude cannot decrease forever, so the process ends with p dividing all the rest. Repeating on the remaining block gives

L H Rc = S = diag(s1, s2, s3),  s1 | s2 | s3,  s1s2s3 = n,

with L and Rc unimodular. S is unique although L and Rc are not. The gcd of the entries is unchanged by a unimodular factor, since old and new entries are integer combinations of each other, so s1 = gcd(H). Also adj(S) = ±Rc⁻¹ adj(H) L⁻¹ has the diagonal s2s3, s1s3, s1s2, with gcd s1s2, so s1s2 = gcd(adj H).

Define h(x) = Lx with component i reduced modulo s_i, an element of Γ = Z_s1 ⊕ Z_s2 ⊕ Z_s3. It is additive, and onto because L Z³ = Z³. Its kernel is the superlattice:

h(x) = 0 ⇔ Lx ∈ S Z³ = L H Rc Z³ = L H Z³ ⇔ x ∈ H Z³.

A labeling with the periods HZ³ is thus a function on the n elements of Γ, and a translation by y acts as g → g + h(y). The n translation permutations depend on S alone; at n = 8 three tables can serve 20 superlattices. For a = c = 1 the matrix L with last row (−d, −e, 1) gives S = diag(1,1,n) with Rc = 1, and h is the plane index used above.

A rotation acts within the labelings of one superlattice when X is in Stab(H). Put M = LXL⁻¹, an integer matrix. Then

M S Z³ = L X L⁻¹ L H Z³ = L X H Z³ = L H Z³ = S Z³,

so M g modulo S does not depend on the integer vector chosen to represent g, and L(Xx) = M(Lx) gives h(Xx) = M h(x). For X outside the stabilizer the third equality fails and M defines no map on Γ. The maps π(g) = Mg + t form a group, since M′(Mg + t) + t′ has the same form.

**Filtering the labelings**

A labeling fixed by some t ≠ 0 has a period outside HZ³. Its true size is smaller than n, it belongs to the list of that size, and it is discarded. For two species this removes the pure crystals too. For three or more species it does not remove all labelings that omit a species (on Z3 with three species, 21 of the 27 labelings omit one, and only the 3 pure ones among them are periodic), so these need a separate filter. If σ∘π is fixed by t then σ is fixed by Mt, so whole orbits are discarded or kept. The survivors are called aperiodic; their n translates are all different.

For cyclic Γ the number F(n) of aperiodic labelings follows from sorting all labelings by true period m | n, 2ⁿ = Σ_{m|n} F(m). Möbius inversion gives

F(n) = Σ_{k|n} μ(k) 2^{n/k},

and F(n)/n classes remain under translation. So F(4) = 16 − 4 = 12, F(5) = 32 − 2 = 30, F(6) = 64 − 8 − 4 + 2 = 54. In Z2 ⊕ Z2 any two-element set {g, g′} is fixed by t = g + g′, so 16 − 2 − 6 = 8 survive. At n = 4 the five cyclic and two non-cyclic lattices give 5·12 + 2·8 = 76 aperiodic labelings and 76/4 = 19 translation classes.

Each labeling is coded as the integer Σ_g bit(g) 2^g, with the elements of Γ numbered 0 to n − 1 and A = 1. The smallest code over all σ∘π is the same for all members of an orbit, because the π form a group, and it serves as the representative. Done directly, this costs at most 48n permutations of n bits for each of 2ⁿ labelings per lattice. The exponential cannot be avoided by a method that lists everything, since an orbit has at most 48n members.

Exchange of A and B replaces the code c by 2ⁿ − 1 − c. Identifying the two gives the list of geometric patterns. It is no symmetry of a real alloy, where A₃B and AB₃ need separate calculations. At n = 4, exchange joins AAAB with ABBB, leaving 2 patterns on each cyclic lattice and 1 on each of the others, 5·2 + 2·1 = 12.

The list is complete and free of repeats. Under φ(x) = Xx + y the structure σ∘φ⁻¹ has the period lattice XP. A structure of size n can therefore be rotated so that P is a kept representative, where it is an aperiodic labeling, and its orbit has a kept member. Two kept structures on different representatives cannot be equivalent, since X would relate the lattices. On the same representative, XP = P puts X in the stabilizer, so both lie in one orbit of the π. The same argument shows that a class occurs, among all labelings of the parent, (lattice orbit size) × (labeling orbit size) times. Its point group has order |Stab|·n/(labeling orbit size): that many pairs (X, t) fix σ, and aperiodicity allows at most one t for each X.

For n ≤ 4 the rotation step removes nothing. On Z2, Z3, Z4 and Z2 ⊕ Z2 each composition has at most one aperiodic translation class (on Z4 the half-filled ones are AABB and the periodic ABAB), and rotations keep the composition. Labeling orbits then have n members, and the printed point orders equal the stabilizer orders. The structure counts at n ≤ 4 therefore cannot reveal an implementation that omits the rotation step on labelings.

**The first lattice where a rotation matters**

On Z5 the translation classes have 1, 2, 2, 3, 3, 4 atoms A. An automorphism of Z5 is a multiplication by 1, 2, 3 or 4. Inversion, always in the stabilizer, gives M = −1 ≡ 4 and maps the A sites {0,1} to {0,−1}, a translate of {0,1}. Multiplication by 2 or 3 maps {0,1} to {0,2} or {0,3}, both of the type ABABB. One of the five fcc superlattices has such an operation:

H = [[1,0,0],[0,1,0],[1,2,5]],  L = [[1,0,0],[0,1,0],[−1,−2,1]],  Rc = 1.

The last row of LH is (−1 + 1, −2 + 2, 5), so S = diag(1,1,5), and h = x3 − x1 − 2x2 = u2 − 2u3 (mod 5). The basis vectors u = (1,2,1), (3,2,1), (5,5,0) give h = 0, 0, 5 ≡ 0, as they must. The fourfold rotation u → (u1, u3, −u2) has X = [[0,0,−1],[−1,0,0],[1,1,1]]. Since s1 = s2 = 1, the last row of M decides. The last row of LX is −(0,0,−1) − 2(−1,0,0) + (1,1,1) = (3,1,2). L⁻¹ has rows (1,0,0), (0,1,0), (1,2,1), so the last row of M is (3 + 2, 1 + 4, 2) = (5,5,2). The first two entries vanish modulo 5, as well-definedness requires, and g → 2g sends 0,1,2,3,4 to 0,2,4,1,3. The Cartesian form agrees:

h(Ru) = u3 + 2u2 = 2(u2 − 2u3) + 5u3 ≡ 2h(u) (mod 5).

The four rotations about axis 1 and the mirror u1 → −u1, which leaves h unchanged, generate the stabilizer of order 8, and the orbit is 48/8 = 6. The labelings go from 32 to 30 aperiodic, 6 under translation, 4 under rotation (AABBB joins ABABB, and likewise their complements) and 2 under exchange. The merged class has 5 + 5 = 10 labelings, point order 8·5/10 = 4 and multiplicity 6 × 10 = 60. On the other four lattices the multipliers are 1 and 4, so the total for n = 5 falls from 30 to 28. By n = 8 the step reduces 575 to 390.

**An energy that must respect the classes**

A physical quantity computed from Cartesian distances has to be constant on a class. The model is an unrelaxed fcc lattice with the round value a = 4.00×10⁻¹⁰ m and point charges q_i = e(s_i − s̄), with s = +1 for A, −1 for B and s̄ the mean, so the cell is neutral. It has no screening and no electronic structure and describes no material. The Coulomb sum is split as 1/r = erfc(αr)/r + erf(αr)/r. The first part is short-ranged and is summed over sites. The second solves ∇²φ = −4πρ for the normalized Gaussian ρ = (α³/π^{3/2}) exp(−α²r²), whose transform is exp(−k²/4α²), so its own transform is 4π exp(−k²/4α²)/k². Summing it over all cells of volume V = na³/4 gives a Fourier series over the reciprocal vectors G of the superlattice with weight 1/V. That series includes each charge acting on itself, erf(αr)/r → 2α/√π, which must be subtracted. With the factor ½ for pairs, the energy per site is

E = (1/(4πε₀ n)) [ ½ Σ_g q_g Σ_{y≠0} q_{g+h(y)} erfc(α|Ay|)/|Ay| + (2π/V) Σ_{G≠0} exp(−G²/4α²) |Σ_g q_g exp(iG·r_g)|²/G² − (α/√π) Σ_g q_g² ],

where r_g = A L⁻¹g. Neutrality removes the divergent G = 0 term, and setting the rest of it to zero is the convention of no macroscopic field. The map h supplies the charge of each neighbour. The unit is e²/(4πε₀a) = 5.768×10⁻¹⁹ J.

On the n = 5 lattice both AABBB and ABABB give −5.949×10⁻¹⁹ J = −3.713 eV per site, or −5.949/5.768 = −1.031 units. On the other four lattices the two differ by at least 1.585×10⁻¹⁹ J. The energy is quadratic in q and exchange sends q to −q, so this model cannot tell a pattern from its complement.

Shell correlations Π1 and Π2, the averages of s_i s_j over first and second neighbours, tie the list to known structures. AB on {111} planes (Π1 = 0, Π2 = −1) is L1₁, at −5.040×10⁻¹⁹ J = −3.146 eV. AB on {100} planes (−1/3, 1) is L1₀, at −6.502×10⁻¹⁹ J = −4.058 eV. ABBB on the cube (0, 1) is L1₂, and ABBB on the {012} lattice is D0₂₂. For the latter, a shift t ≠ 0 of ABBB gives two like and two unlike pairs, average 0, and t = 0 gives 1. All first neighbours have h ≠ 0, so Π1 = 0; of the second neighbours (±2,0,0) and (0,0,±2) have h ≡ 0 and (0,±2,0) have h = 2, so Π2 = 4/6, as printed.

The pair promised at the start is ABBB on (1,0,1,0,2,4) and on (1,0,2,0,0,2). Both have Π1 = 0.167 and Π2 = 0.000, yet their point orders are 4 and 8 and their energies −4.102×10⁻¹⁹ J and −4.145×10⁻¹⁹ J, a difference of about 1% of either. Three of the seventeen energies listed for n ≤ 4 are positive, so in the convention of no macroscopic field those arrangements lie above infinitely separated charges. The average neighbour charge product is e²(Π1 − s̄²), and these three have its largest values, 0.500, 0.333 and 0.500 − 0.250 = 0.250 in units of e². The first shell does not decide the sign, however: ABB on {111} has 0.333 − 0.111 = 0.222 and a negative energy, while at n = 5 ABBBB on {100} has 0.467 − 0.360 = 0.107 and a positive one.

The numerical check below uses no normal form for its reference: for n ≤ 6 it grows the index-n subgroups of Z_n³ by closure, joins all aperiodic colorings of the n³ grid under the symmetry generators, and requires the representatives to hit each component once with the predicted multiplicity; for n ≤ 5 it compares the energies with an Ewald sum in the n³ cell at another α. The structure counts at n = 7 and 8 have the internal tests alone (Smith invariants, coset geometry, Burnside counts of labelings).

The scheme as derived needs one site per primitive cell. For a parent with a basis, such as hcp, a labeling lives on Γ times the basis sites, and symmetry operations permute those sites and may carry fractional translations, so g → Mg + t is not enough. The group must be that of the actual parent: an anisotropic strain or an applied field can lower it, and orbits can then split. When the metric AᵀA is known only as floating-point numbers, finding the X needs a tolerance, the one step that is then not pure integer arithmetic. Finally, inequivalence refers to ideal sites; two listed structures may relax to the same crystal, which no counting on the parent lattice can detect.

Computed results

```
model fcc a = 4.00e-10 m; point group order 48
energy unit e^2/(4 pi eps0 a) = 5.767694e-19 J
n: HNF, SNF, fcc lattices, sc lattices | aperiodic, /transl, /rot, /exchange
n=2: 7, 1, 2, 3 | 4, 2, 2, 2
n=3: 13, 1, 3, 3 | 18, 6, 6, 3
n=4: 35, 2, 7, 9 | 76, 19, 19, 12
n=5: 31, 1, 5, 5 | 150, 30, 28, 14
n=6: 91, 1, 10, 13 | 540, 90, 80, 50
n=7: 57, 1, 7, 7 | 882, 126, 104, 52
n=8: 155, 3, 20, 24 | 4600, 575, 390, 229
n=2 fixed sublattices: E:7, 8C3:1, 6C4:1, 3C2:3, 6C2':3; sum over 24 rotations 48
n=3 fixed sublattices: E:13, 8C3:1, 6C4:1, 3C2:5, 6C2':5; sum over 24 rotations 72
n=4 fixed sublattices: E:35, 8C3:2, 6C4:3, 3C2:11, 6C2':11; sum over 24 rotations 168
superlattices: H=(a,b,c,d,e,f), S, orbit size, stabilizer order
n=2 H=(1,0,1,0,0,2) S=[1, 1, 2] orbit 4 stab 12
n=2 H=(1,0,1,0,1,2) S=[1, 1, 2] orbit 3 stab 16
n=3 H=(1,0,1,0,0,3) S=[1, 1, 3] orbit 4 stab 12
n=3 H=(1,0,1,0,1,3) S=[1, 1, 3] orbit 6 stab 8
n=3 H=(1,0,1,0,2,3) S=[1, 1, 3] orbit 3 stab 16
n=4 H=(1,0,1,0,0,4) S=[1, 1, 4] orbit 4 stab 12
n=4 H=(1,0,1,0,1,4) S=[1, 1, 4] orbit 6 stab 8
n=4 H=(1,0,1,0,2,4) S=[1, 1, 4] orbit 12 stab 4
n=4 H=(1,0,1,0,3,4) S=[1, 1, 4] orbit 3 stab 16
n=4 H=(1,0,1,1,2,4) S=[1, 1, 4] orbit 3 stab 16
n=4 H=(1,0,2,0,0,2) S=[1, 2, 2] orbit 6 stab 8
n=4 H=(1,1,2,1,0,2) S=[1, 2, 2] orbit 1 stab 48
structures: H, labeling g=0.., point order, Pi1, Pi2, E per site (J)
(1,0,1,0,0,2) AB 12 0.000 -1.000 -5.03971e-19 J = -3.1455 eV
(1,0,1,0,1,2) AB 16 -0.333 1.000 -6.50243e-19 J = -4.0585 eV
(1,0,1,0,0,3) ABB 12 0.333 -0.333 -9.28989e-20 J
(1,0,1,0,1,3) ABB 8 -0.111 0.111 -5.58957e-19 J
(1,0,1,0,2,3) ABB 16 0.111 0.556 -3.25277e-19 J
(1,0,1,0,0,4) ABBB 12 0.500 0.000 2.22803e-19 J
(1,0,1,0,0,4) AABB 12 0.500 0.000 6.97592e-19 J
(1,0,1,0,1,4) ABBB 8 0.167 0.333 -3.76022e-19 J
(1,0,1,0,1,4) AABB 8 0.000 -0.333 -4.26922e-19 J
(1,0,1,0,2,4) ABBB 4 0.167 0.000 -4.10248e-19 J
(1,0,1,0,2,4) AABB 4 -0.167 0.000 -5.68511e-19 J
(1,0,1,0,3,4) ABBB 16 0.333 0.667 -5.21404e-20 J
(1,0,1,0,3,4) AABB 16 0.333 0.333 2.20841e-19 J
(1,0,1,1,2,4) ABBB 16 0.000 0.667 -4.96302e-19 J
(1,0,1,1,2,4) AABB 16 -0.333 0.333 -6.67483e-19 J
(1,0,2,0,0,2) ABBB 8 0.167 0.000 -4.14546e-19 J
(1,1,2,1,0,2) ABBB 48 0.000 1.000 -4.87682e-19 J
n=5 example: H=[[1, 0, 0], [0, 1, 0], [1, 2, 5]] orbit 6 stab 8
superlattice basis A*H in units a/2: [[1, 3, 5], [2, 2, 5], [1, 1, 0]]
L=[[1, 0, 0], [0, 1, 0], [-1, -2, 1]] Rc=[[1, 0, 0], [0, 1, 0], [0, 0, 1]] S=[1, 1, 5]
fourfold R=[[1, 0, 0], [0, 0, 1], [0, -1, 0]] X=[[0, 0, -1], [-1, 0, 0], [1, 1, 1]]
L X L^-1=[[-1, -2, -1], [-1, 0, 0], [5, 5, 2]]; permutation g-> [0, 2, 4, 1, 3]
labelings: all 32, aperiodic 30, /transl 6, /rot 4, /exchange 2
E(AABBB) = -5.949215e-19 J, E(ABABB) = -5.949215e-19 J = -3.7132 eV per site
smallest |E(AABBB)-E(ABABB)| on the other n=5 lattices = 1.585e-19 J per site
```
